# Odd diffraction orders from a pitch error in a double-pitch grating

## Problem

A grating is meant to have identical parallel lines at a pitch $P=32.0$ nm. Each line is $w=14.0$ nm wide. Because of the way it was made, every second line is displaced by $\delta$ along the direction of periodicity $x$, so the centres in one cell of length $2P$ lie at $0$ and $P+\delta$. The spacings then alternate between $P+\delta$ and $P-\delta$. The lines do not overlap, which requires $|\delta|<P-w$.

The grating is illuminated with X-rays at normal incidence and the diffraction is recorded in transmission. Scattering is weak enough for each photon to be scattered at most once. The lines have rectangular cross-section, and the small momentum transfer along their height is neglected. Orders are numbered with respect to the period $2P$.

(a) Find how the intensity of each odd order depends on $\delta$.

(b) For a one-percent error, $\delta=0.01P=0.320$ nm, find the intensities of orders 1, 3 and 5 relative to order 2.

(c) Show how $|\delta|$ is recovered from the measured ratio $I_1/I_2$.

(d) Decide what remains of the answer if the two lines differ in width, or if multiple scattering matters.

## A tempting solution

Order $m$ of a lattice with period $2P$ has momentum transfer

$$q_m=\frac{2\pi m}{2P}=\frac{\pi m}{P}.$$

The second line scatters with a phase $-q_m(P+\delta)$ relative to the first. Adding the two waves and squaring gives

$$\left|1+e^{-iq_m(P+\delta)}\right|^2=2+2\cos\!\left(\pi m+\frac{\pi m\delta}{P}\right).$$

For odd $m$ the cosine changes sign, and $2-2\cos\theta=4\sin^2(\theta/2)$ turns this into

$$4\sin^2\!\left(\frac{\pi m\delta}{2P}\right).$$

For even $m$ the same steps give $4\cos^2(\pi m\delta/2P)$. The lines are identical, so whatever one line does on its own is taken to be a common factor that cancels from all ratios. With $\delta/P=0.01$ the squared sines are $2.467\times10^{-4}$, $2.219\times10^{-3}$ and $6.156\times10^{-3}$ for $m=1,3,5$, and the squared cosine for $m=2$ is $0.9990$. Hence

$$\frac{I_1}{I_2}=\frac{2.467\times10^{-4}}{0.9990}=2.47\times10^{-4},\qquad \frac{I_3}{I_1}=8.99,\qquad \frac{I_5}{I_1}=25.0 .$$

The conclusion would be that the higher odd orders are the brighter ones, growing nearly as $m^2$.

## Where it fails

The interference factor is correct. The fault is the sentence about cancellation. Identical lines share the same scattering amplitude at the same momentum transfer, so that amplitude factors out of the sum within one order. Different orders have different momentum transfers, and the amplitude of a single line changes from one to the next. It cancels when the same order is compared at two values of $\delta$; it does not generally cancel when two orders are compared at one value of $\delta$.

The word "proportional" in the sine-squared law therefore refers to the dependence on $\delta$ at fixed $m$. The factor of proportionality depends on $m$ and has to be calculated.

## Solution

### (a) The intensity law

Let $\rho(x)$ be the scattering density projected along the line height, set to 1 inside a line and 0 outside. In single scattering the amplitude is, up to a constant taken as common to all orders,

$$A(q)=\int\rho(x)\,e^{-iqx}\,dx .$$

For $N$ cells, cell $j$ is the first cell shifted by $2Pj$, and a shift multiplies the transform by a phase. The whole grating gives

$$A(q)=A_{\rm cell}(q)\sum_{j=0}^{N-1}e^{-2iqPj}.$$

At $q=q_m$ each term of the sum is $e^{-2\pi imj}=1$, so the sum equals $N$ and the peak intensity is $N^2|A_{\rm cell}(q_m)|^2$. Below, $I_m$ denotes the peak intensity divided by $N^2$.

Let $F(q)$ be the amplitude of one line centred at the origin. The cell contains this line and a copy shifted by $P+\delta$:

$$A_{\rm cell}(q_m)=F(q_m)\left[1+e^{-iq_m(P+\delta)}\right].$$

Since $q_mP=\pi m$ and $e^{-i\pi m}=(-1)^m$,

$$A_{\rm cell}(q_m)=F(q_m)\left[1+(-1)^m e^{-2ia_m}\right],\qquad a_m=\frac{\pi m\delta}{2P}=\frac{q_m\delta}{2}.$$

Taking out the phase $e^{-ia_m}$ leaves, for odd $m$,

$$1-e^{-2ia_m}=e^{-ia_m}\left(e^{ia_m}-e^{-ia_m}\right)=2i\,e^{-ia_m}\sin a_m,$$

and for even $m$,

$$1+e^{-2ia_m}=2\,e^{-ia_m}\cos a_m .$$

The intensities are therefore

$$I_m=4|F(q_m)|^2\sin^2\!\left(\frac{\pi m\delta}{2P}\right)\quad(m\ \text{odd}),$$

$$I_m=4|F(q_m)|^2\cos^2\!\left(\frac{\pi m\delta}{2P}\right)\quad(m\ \text{even}).$$

Two limits check the result. At $\delta=0$ the odd orders vanish, as they must, because the true period is then $P$ and its orders are the even ones. At the other end, $\delta=P-w$, the displaced line touches the first line of the next cell, and the pair forms one line of width $2w$. The law has to reproduce the amplitude of that wide line. Here $a_m=\pi m/2-q_mw/2$, so $|\sin a_m|$ for odd $m$ and $|\cos a_m|$ for even $m$ both equal $|\cos(q_mw/2)|$, and

$$I_m=4|F(q_m)|^2\cos^2(q_mw/2)$$

for every order. The amplitude of one line is

$$F(q)=\int_{-w/2}^{w/2}e^{-iqx}\,dx=\frac{2\sin(qw/2)}{q}.$$

A line of width $2w$ has amplitude $2\sin(qw)/q$. By the double-angle formula this is $4\sin(qw/2)\cos(qw/2)/q=2F(q)\cos(qw/2)$, whose square is the intensity just found.

### (b) The one-percent error

The first momentum transfer is $q_1=\pi/P=0.09817$ nm$^{-1}$, so $q_1w/2=0.687$. The squared line amplitudes follow from $F$:

| $m$ | $F^2$ (nm²) | $\sin^2a_m$ or $\cos^2a_m$ | $I_m/I_2$ |
|---|---|---|---|
| 1 | 167.0 | $2.467\times10^{-4}$ | $4.13\times10^{-4}$ |
| 2 | 99.8 | $0.9990$ | $1$ |
| 3 | 35.9 | $2.219\times10^{-3}$ | $7.98\times10^{-4}$ |
| 5 | 1.40 | $6.156\times10^{-3}$ | $8.64\times10^{-5}$ |

For the first order, for example,

$$\frac{I_1}{I_2}=\frac{167.0\times2.467\times10^{-4}}{99.8\times0.9990}=4.13\times10^{-4}.$$

The third order is 1.93 times as strong as the first, not 8.99 times. The fifth is weaker than the first by a factor of about 4.8, where the tempting solution made it 25 times stronger.

The small-error limit shows why the growth with $m^2$ disappears. For $|a_m|\ll1$, $\sin a_m\approx a_m=q_m\delta/2$, and

$$I_m\approx4\,\frac{4\sin^2(q_mw/2)}{q_m^2}\,\frac{q_m^2\delta^2}{4}=4\delta^2\sin^2\!\left(\frac{\pi mw}{2P}\right)\quad(m\ \text{odd}).$$

The factor $q_m^2$ from the interference cancels the factor $1/q_m^2$ from the sharp-edged line. What is left oscillates with $m$ and cannot exceed $4\delta^2$. The fifth order is weak because $5q_1w/2=3.44$ lies close to $\pi$, where the sine vanishes. A line width that puts an odd order on such a zero makes that order blind to the pitch error, so a dark odd order alone does not prove that $\delta=0$.

The approximation $\sin^2a_m\approx a_m^2$ is very good here. Relative to the full squared sine it is too large by 0.008 % for $m=1$ and by 0.21 % for $m=5$.

The even orders other than $m=0$ also respond to $\delta$, but for a small error they lose only a small fraction of their intensity. Order 2 falls by a fraction $1-0.9990$, about 0.1 %, of its value at $\delta=0$. The first order rises from zero, so within this model its mere presence signals a departure from the period $P$.

"One percent" can also mean that the two spacings differ by one percent of $P$. Their difference is $2\delta$, so in that case $\delta=0.160$ nm, and $I_1/I_2=1.03\times10^{-4}$. This is a quarter of the earlier value to within 0.1 %. A quoted pitch error needs its definition, since the two readings differ by a factor of two in length and about four in odd-order intensity.

### (c) Recovering the displacement

Write $s=|\sin a_1|$. Because $a_2=2a_1$, the cosine in the second order is $\cos2a_1=1-2s^2$. It is positive for $|a_1|<\pi/4$, that is, for $|\delta|<P/2$. This is assumed in the present part; it excludes displacements between $P/2=16$ nm and the contact limit $P-w=18$ nm. These give the same ratio as smaller displacements (17 nm imitates 15.1 nm, 18 nm imitates 14.3 nm), so without the assumption the ratio alone fixes $|\delta|$ only below about 14.3 nm. Dividing the intensities and taking the positive root gives

$$r\equiv\sqrt{\frac{I_1}{I_2}}\,\left|\frac{F(q_2)}{F(q_1)}\right|=\frac{s}{1-2s^2}.$$

On this range the numerator rises with $s$ and the denominator falls, so each $r$ belongs to one $s$. Clearing the denominator,

$$2rs^2+s-r=0,\qquad s=\frac{\sqrt{1+8r^2}-1}{4r},$$

where the other root is negative and is rejected. The displacement is

$$|\delta|=\frac{2P}{\pi}\arcsin s .$$

The intensities are even in $\delta$, so they do not tell which of the two spacings is the larger.

The ratio of line amplitudes follows from $q_2=2q_1$:

$$\frac{F(q_1)}{F(q_2)}=\frac{2\sin(q_1w/2)/q_1}{2\sin(q_1w)/(2q_1)}=\frac{1}{\cos(q_1w/2)}=1.294 .$$

With $I_1/I_2=4.133\times10^{-4}$,

$$r=\frac{0.02033}{1.2936}=0.01572,\qquad s=0.01571,\qquad |\delta|=\frac{64.0\ \text{nm}}{\pi}\times0.01571=0.320\ \text{nm}.$$

The tempting solution sets the amplitude ratio to 1. Applied to the same intensities it returns $|\delta|=0.414$ nm, which is 29 % above the true displacement. For small errors this bias is the factor $1/\cos(q_1w/2)$. It depends on the line width and does not shrink as $\delta$ becomes smaller. The amplitude ratio used here is that of sharp vertical edges. A Gaussian edge blur of standard deviation $\sigma$ multiplies $F$ by $e^{-q^2\sigma^2/2}$, and if it is ignored the recovered value becomes 0.325 nm for $\sigma=1$ nm and 0.339 nm for $\sigma=2$ nm.

### (d) Unequal lines

Suppose the lines have amplitudes $F_a$ and $F_b$. Each is symmetric about its own centre, so both amplitudes are real. For odd $m$ the cell amplitude is

$$F_a-F_be^{-2ia_m}=e^{-ia_m}\left(F_ae^{ia_m}-F_be^{-ia_m}\right).$$

Splitting the exponentials into cosine and sine,

$$F_ae^{ia_m}-F_be^{-ia_m}=(F_a-F_b)\cos a_m+i(F_a+F_b)\sin a_m .$$

The two terms are real and imaginary, so their squares add without a cross term:

$$I_m=(F_a-F_b)^2\cos^2a_m+(F_a+F_b)^2\sin^2a_m\quad(m\ \text{odd}).$$

A width difference thus lights up the odd orders even at perfect pitch. Let the widths be $w+e/2$ and $w-e/2$, so that they differ by $e$. The difference of two sines gives

$$F_a-F_b=\frac{2}{q_m}\left[\sin\frac{q_m(w+e/2)}{2}-\sin\frac{q_m(w-e/2)}{2}\right]=\frac{4}{q_m}\cos\frac{q_mw}{2}\,\sin\frac{q_me}{4}.$$

For identical lines with a pitch error the corresponding amplitude has magnitude $2|F(q_m)\sin a_m|=(4/q_m)|\sin(q_mw/2)\sin a_m|$. The two causes give the same first order when

$$\sin\frac{q_1e}{4}=\tan\frac{q_1w}{2}\,\sin a_1 .$$

For the one-percent error this is met by $e=0.525$ nm. The first order alone cannot distinguish this width difference from a displacement of 0.320 nm.

The third order can. The width difference produces only 0.19 times the third-order intensity that the pitch error produces. To leading order in both small lengths, $\sin(q_me/4)\approx q_me/4$ and $F_a+F_b\approx2F(q_m)$, so

$$I_m\approx e^2\cos^2\!\left(\frac{q_mw}{2}\right)+4\delta^2\sin^2\!\left(\frac{q_mw}{2}\right)\quad(m\ \text{odd}).$$

With $w$ known and the intensity scale fixed by an even order, two odd orders give two linear equations for $e^2$ and $\delta^2$. They can be solved if $\sin^2(q_mw/2)$ differs between the two orders. In the present grating it does for $m=1$ and $m=3$.

### (d) Multiple scattering

When the wave is scattered repeatedly inside the lines, the amplitude is in general no longer a sum of independent contributions, and the derivation in (a) does not apply. A symmetry remains. Consider identical lines on a laterally uniform substrate, and choose the origin so that their centres are at $-\delta/2$ and $P+\delta/2$. Translate the grating by $P$. The centres move to $P-\delta/2$ and $2P+\delta/2$, and the second is equivalent to $\delta/2$ because the period is $2P$. The result is the same grating with $\delta$ replaced by $-\delta$.

Translating a grating by $P$ under a fixed incident wave multiplies the amplitude of order $m$ by $e^{-iq_mP}=(-1)^m$, however many scattering events took place. Hence

$$A_m(-\delta)=(-1)^mA_m(\delta).$$

Odd-order amplitudes are odd functions of $\delta$. If they are smooth, they begin with a term linear in $\delta$, unless its coefficient happens to vanish, and the intensity begins as $\delta^2$. The full sine-squared shape is not guaranteed.

A paraxial coupled-wave model of a thick grating shows the difference. It is characterised by the phase delay in a line, 2.0 rad in the strong case, and by the difference in propagation phase between orders 0 and 1: in crossing the thickness, order 1 accumulates 0.3 rad less than order 0. Doubling $\delta$ from $0.001P$ to $0.002P$ multiplies the strong-case first order by 4.000, as the quadratic law requires. Between $0.01P$ and $0.5P$ the sine-squared law predicts growth by a factor of 2027. The strongly scattering grating reaches 0.77 of that growth, whereas a line phase of 0.001 rad gives 1.000. A large line phase is not enough to cause the deviation. If the propagation phase is negligible, a line phase $\phi$ turns the incident wave into $1+(e^{i\phi}-1)\rho(x)$, and the odd orders follow the sine-squared law for any $\phi$. The number 0.77 belongs to these parameters and signs. If the lines advance the phase by 2.0 rad, the sign usual for X-rays, the same model gives 1.51, a deviation in the opposite direction. The example is also a very thick grating: the propagation phase is $q_1^2t/2k$ for thickness $t$ and wavenumber $k=2\pi/\lambda$, so 0.3 rad means $t\approx3.9$ µm at $\lambda=0.1$ nm.

The symmetry also bears on optical scatterometry. At normal incidence in vacuum, order 1 propagates only if $q_1<2\pi/\lambda$, which means $\lambda<2P=64$ nm. Visible light therefore leaves this grating in the specular order, $m=0$, alone. Its amplitude is even in $\delta$, so a smooth response has no linear term and does not reveal the sign of the displacement. In the single-scattering formula, $a_0=0$ and the zero order does not depend on $\delta$ at all; any specular sensitivity to $\delta$ lies outside that formula. The sine-squared law therefore cannot be used to extract a pitch error from such data; a theoretical analysis has to calculate the multiply scattered field.

The main numerical results are listed in the output below; the intermediate values follow from them by the formulas given.

## Computed values

```
nominal pitch P = 32.0 nm, line width w = 14.0 nm
displacement delta = 0.320 nm, delta/P = 0.010
spacings = 32.32 nm and 31.68 nm
q_1 = 0.09817 1/nm
m, sin^2 (odd) or cos^2 (even), F^2 (nm^2), I_m/I_2:
  1  2.4672e-04  167.023  4.1330e-04
  2  9.9901e-01  99.804  1.0000e+00
  3  2.2190e-03  35.866  7.9821e-04
  4  9.9606e-01  3.799  3.7948e-02
  5  6.1558e-03  1.399  8.6365e-05
  6  9.9114e-01  7.970  7.9226e-02
small-angle value, m=1: 2.4674e-04, excess 0.0082 %
small-angle value, m=3: 2.2207e-03, excess 0.0741 %
small-angle value, m=5: 6.1685e-03, excess 0.2059 %
sin^2 ratio, m=3 to m=1: 8.9941
intensity ratio I_3/I_1: 1.9313
form-factor ratio |F_1/F_2| = 1.2936
delta recovered from I_1/I_2 = 0.3200 nm
delta if form factors are ignored = 0.4138 nm
other reading, spacing difference 2*delta = 0.01 P:
  delta = 0.160 nm, sin^2 for m=1: 6.1684e-05
  I_1/I_2 = 1.0325e-04
width difference imitating I_1 = 0.5252 nm
its I_3 over the pitch-error I_3 = 0.1925
coupled waves: strong line phase = 2.0 rad, order-1 propagation phase = 0.3 rad
strong: I_1(0.002 P)/I_1(0.001 P) = 4.000
sine law: I_1(0.5 P)/I_1(0.01 P) = 2026.6
weak (line phase 0.001 rad) growth / sine law = 1.000
strong growth / sine law = 0.77
```
